# Two Coulomb-blockade conductance peaks from the Hubbard-I truncation

## Problem

A quantum dot has one orbital of energy $\varepsilon$, repulsion $U>0$ between its two spin states, and tunnelling to leads L and R:

$$H=\sum_{k\sigma}\xi_k c^\dagger_{k\sigma}c_{k\sigma}+\varepsilon\sum_\sigma n_\sigma+Un_\uparrow n_\downarrow+\sum_{k\sigma}t_k\,(d^\dagger_\sigma c_{k\sigma}+c^\dagger_{k\sigma}d_\sigma).$$

Here $n_\sigma=d^\dagger_\sigma d_\sigma$, the $t_k$ are real, and $k$ runs over the states of both leads. Energies are measured from the equilibrium Fermi level. The tunnel widths $\Gamma_l=2\pi\sum_{k\in l}t_k^2\,\delta(\omega-\xi_k)$ are constant (wide-band limit), and $\Gamma=\Gamma_L+\Gamma_R$. There is no magnetic order, so $\langle n_\uparrow\rangle=\langle n_\downarrow\rangle=n$.

(a) Truncate the equations of motion at Hubbard-I level and find the retarded function $G(\omega)=\langle\langle d_\sigma;d^\dagger_\sigma\rangle\rangle$. Where are its poles, and what are their weights and widths?

(b) Express the linear conductance through $G$.

(c) For $\Gamma\ll kT\ll U$, find the positions and heights of the conductance peaks as the gate moves $\varepsilon$. Are the heights unequal, as the two different pole weights might suggest?

(d) Evaluate the peaks for $U=2$ meV, $kT=0.1$ meV, $\Gamma_L=\Gamma_R=0.005$ meV and $\varepsilon=1\ \text{meV}-0.1\,eV_g$, where $e$ is the elementary charge. These are round model parameters.

## Hints

1. Use $\omega\langle\langle A;B\rangle\rangle=\langle\{A,B\}\rangle+\langle\langle[A,H];B\rangle\rangle$, first for $A=d_\sigma$, then for $A=n_{\bar\sigma}d_\sigma$, where $\bar\sigma$ is the opposite spin.
2. Replace $n_{\bar\sigma}$ by its average only where it multiplies a lead operator.
3. Combine the currents from the two leads so that the lesser function cancels.
4. The occupation $n$ changes with the gate. Find it before maximizing.

## Solution

### (a) Green function and poles

Since $[d_\sigma,n_\sigma]=d_\sigma$,

$$[d_\sigma,H]=\varepsilon d_\sigma+Un_{\bar\sigma}d_\sigma+\sum_k t_kc_{k\sigma},\qquad [c_{k\sigma},H]=\xi_kc_{k\sigma}+t_kd_\sigma .$$

With $G_2=\langle\langle n_{\bar\sigma}d_\sigma;d^\dagger_\sigma\rangle\rangle$ and $F_k=\langle\langle c_{k\sigma};d^\dagger_\sigma\rangle\rangle$, this gives

$$(\omega-\varepsilon)G=1+UG_2+\sum_kt_kF_k,\qquad(\omega-\xi_k)F_k=t_kG. \tag{1}$$

The second equation has no source because $\{c_{k\sigma},d^\dagger_\sigma\}=0$. It follows that $\sum_kt_kF_k=\Sigma_0G$, with $\Sigma_0=\sum_kt_k^2/(\omega-\xi_k+i0^+)=-i\Gamma/2$ in the wide-band limit.

For $G_2$, use $n_{\bar\sigma}^2=n_{\bar\sigma}$ and $[n_{\bar\sigma},H]=\sum_kt_k(d^\dagger_{\bar\sigma}c_{k\bar\sigma}-c^\dagger_{k\bar\sigma}d_{\bar\sigma})$:

$$[n_{\bar\sigma}d_\sigma,H]=(\varepsilon+U)n_{\bar\sigma}d_\sigma+\sum_kt_k\left[n_{\bar\sigma}c_{k\sigma}+(d^\dagger_{\bar\sigma}c_{k\bar\sigma}-c^\dagger_{k\bar\sigma}d_{\bar\sigma})d_\sigma\right].$$

So far nothing is approximated. The truncation factorizes the lead correlators. The first becomes $\langle\langle n_{\bar\sigma}c_{k\sigma};d^\dagger_\sigma\rangle\rangle\to nF_k$. The other two become $(\langle d^\dagger_{\bar\sigma}c_{k\bar\sigma}\rangle-\langle c^\dagger_{k\bar\sigma}d_{\bar\sigma}\rangle)G$. This vanishes in equilibrium, because the two averages are complex conjugates and are real for a real Hamiltonian. The source is $\langle\{n_{\bar\sigma}d_\sigma,d^\dagger_\sigma\}\rangle=n$. Hence

$$(\omega-\varepsilon-U)G_2=n+n\Sigma_0G=n(1+\Sigma_0G).$$

Insert this into (1) and move $\Sigma_0G$ next to the 1:

$$(\omega-\varepsilon)G=(1+\Sigma_0G)\left[1+\frac{Un}{\omega-\varepsilon-U}\right]=(1+\Sigma_0G)\,\frac{\omega-\varepsilon-U(1-n)}{\omega-\varepsilon-U}.$$

Dividing by $\omega-\varepsilon$ gives $G=(1+\Sigma_0G)\,g$, with

$$g=\frac{\omega-\varepsilon-U(1-n)}{(\omega-\varepsilon)(\omega-\varepsilon-U)}=\frac{1-n}{\omega-\varepsilon}+\frac{n}{\omega-\varepsilon-U}.$$

The residues are $-U(1-n)/(-U)=1-n$ at $\omega=\varepsilon$ and $Un/U=n$ at $\omega=\varepsilon+U$. Dividing $G=(1+\Sigma_0G)g$ by $gG$ gives

$$\frac1G=\frac1g-\Sigma_0=\frac1g+\frac{i\Gamma}{2}. \tag{2}$$

The poles $\varepsilon$ and $\varepsilon+U$ with weights $1-n$ and $n$ belong to $g$, the function of the isolated dot. The poles of $G$ satisfy, with $x=\omega-\varepsilon$,

$$x(x-U)+\frac{i\Gamma}{2}\left[x-U(1-n)\right]=0.$$

Take $\Gamma\ll U$. Near $x=0$ the first-order terms are $-Ux-\tfrac{i\Gamma}{2}U(1-n)=0$, so $x=-i(1-n)\Gamma/2$. Near $x=U$, put $x=U+y$. Then $Uy+\tfrac{i\Gamma}{2}Un=0$, so $y=-in\Gamma/2$. The full widths, twice the distance below the real axis, are therefore $(1-n)\Gamma$ and $n\Gamma$. The weights are $1-n$ and $n$ up to corrections of relative order $\Gamma/U$.

### (b) Conductance

Let $J_L$ be the current per spin out of lead L, counted as electron flow times $e$, and let $N_L$ be the number of electrons of that spin in the lead. From $dN_L/dt=(i/\hbar)\langle[H,N_L]\rangle$,

$$J_L=-e\frac{dN_L}{dt}=-\frac{ie}{\hbar}\sum_{k\in L}t_k\left(\langle d^\dagger c_k\rangle-\langle c_k^\dagger d\rangle\right)=\frac{2e}{\hbar}\,\mathrm{Im}\sum_{k\in L}t_k\langle d^\dagger c_k\rangle .$$

The average is $\langle d^\dagger c_k\rangle=-i\int\frac{d\omega}{2\pi}G_k^<$. The lead is noninteracting, so the contour equation of motion gives the product of a free lead function $g_k$ and the dot function. Its lesser part, by the Langreth rule, is $G_k^<=t_k(g_k^rG^<+g_k^<G^a)$, with $g_k^<=2\pi if_L\delta(\omega-\xi_k)$. The sums over $k$ are $\sum t_k^2g_k^r=-i\Gamma_L/2$ and $\sum t_k^2g_k^<=i\Gamma_Lf_L$. Define $A=-2\,\mathrm{Im}\,G$, so that $\mathrm{Im}\,G^a=A/2$. Since $\mathrm{Im}(-iX)=-\mathrm{Re}X$ and $G^<$ is imaginary,

$$J_L=-\frac{2e}{h}\int d\omega\left[-\frac{i\Gamma_L}{2}G^<-\frac{\Gamma_Lf_LA}{2}\right]=\frac eh\int d\omega\,\Gamma_L\left[f_LA+iG^<\right].$$

This is the Meir-Wingreen current. $J_R$ has the same form, and $J_L=-J_R=J$ in the steady state. Therefore

$$J=\frac{\Gamma_RJ_L-\Gamma_LJ_R}{\Gamma}=\frac eh\,\frac{\Gamma_L\Gamma_R}{\Gamma}\int d\omega\,A\,(f_L-f_R),$$

where $G^<$ has cancelled. For a small bias $V_b$, $f_L-f_R=(-f')eV_b$. This is already first order, so $A$ may be taken in equilibrium. Two spins give

$$\mathcal G=\frac{2e^2}{h}\,\frac{\Gamma_L\Gamma_R}{\Gamma}\int d\omega\,(-f')\,A. \tag{3}$$

### (c) The peaks

When $\Gamma\ll kT$, the thermal factor hardly varies across a pole, so near the peaks

$$A\to2\pi\left[(1-n)\,\delta(\omega-\varepsilon)+n\,\delta(\omega-\varepsilon-U)\right].$$

Write $f_1=f(\varepsilon)$ and $f_2=f(\varepsilon+U)$. The occupation $n=\int\frac{d\omega}{2\pi}fA$ must be consistent with the $n$ inside $A$:

$$n=(1-n)f_1+nf_2\quad\Rightarrow\quad n=\frac{f_1}{1+f_1-f_2}.$$

With $-f'=f(1-f)/kT$, equation (3) becomes

$$\mathcal G=\frac{2e^2}{h}\,\frac{2\pi\Gamma_L\Gamma_R}{\Gamma\,kT}\left[(1-n)f_1(1-f_1)+nf_2(1-f_2)\right]. \tag{4}$$

**First peak.** For $\varepsilon$ near 0, $f_2$ is of order $e^{-U/kT}$ and is dropped. Then $1-n=1/(1+f_1)$, and the bracket is $b(f_1)=f_1(1-f_1)/(1+f_1)$. The numerator of $b'$ is

$$(1-2f_1)(1+f_1)-f_1(1-f_1)=1-2f_1-f_1^2 .$$

It changes from positive to negative at $f_1=\sqrt2-1$, which is therefore a maximum. There

$$e^{\varepsilon/kT}=\frac{1-f_1}{f_1}=\frac{2-\sqrt2}{\sqrt2-1}=\sqrt2,\qquad \varepsilon=\frac{kT}{2}\ln2,$$

$$b=\frac{(\sqrt2-1)(2-\sqrt2)}{\sqrt2}=(\sqrt2-1)^2=3-2\sqrt2 .$$

**Second peak.** Replace $\varepsilon$ by $-U-\varepsilon$. Because $f(-x)=1-f(x)$, this sends $f_1\to1-f_2$ and $f_2\to1-f_1$. The occupation becomes $(1-f_2)/(1+f_1-f_2)=1-n$. The two terms in (4) change places and $\mathcal G$ is unchanged. The second peak is thus at $\varepsilon=-U-\frac{kT}{2}\ln2$, and both heights are

$$\mathcal G_{\max}=\frac{2e^2}{h}\,\frac{2\pi\Gamma_L\Gamma_R}{\Gamma\,kT}\,(3-2\sqrt2).$$

The weights do not make the peaks unequal, because $n$ moves with the gate. At the first peak $n=1-1/\sqrt2$, and the pole at the Fermi level has weight $1-n=1/\sqrt2$. At the second, $n=1/\sqrt2$, and the pole at the Fermi level has weight $n=1/\sqrt2$.

The shifts also have a simple origin. The singly occupied dot has two spin states, while the empty and doubly occupied dots have one each. Near the first peak, with $y=e^{\varepsilon/kT}$, the dot is empty with probability $P_0=1/(1+2/y)=y/(y+2)=1-f(\varepsilon-kT\ln2)$, so empty and single occupation are equally likely at $\varepsilon=kT\ln2$, not at 0. Since $(1-f_1)/(1+f_1)=y/(y+2)$, the bracket is $b=f(\varepsilon)\,[1-f(\varepsilon-kT\ln2)]$. This is a falling step centred at 0 times a rising step centred at $kT\ln2$. The product is symmetric about the midpoint, so the peak lies at $\frac{kT}{2}\ln2$. The second peak mirrors this, and the peak spacing exceeds $U$ by $kT\ln2$ in level energy.

### (d) Numbers

The shift is $0.05\ln2=0.0347$ meV. The peaks lie at

$$V_g=\frac{1-0.0347}{0.1}=9.65\ \text{mV},\qquad V_g=\frac{1+2.0347}{0.1}=30.35\ \text{mV}.$$

Their separation is 20.69 mV, against 20 mV from $U$ alone. These are the values of the limit $\Gamma\to0$; the size of the finite-$\Gamma$ shift is given below. With $\Gamma_L\Gamma_R/\Gamma=0.0025$ meV, the common height is

$$\frac{2\pi(0.0025)}{0.1}\times0.1716=0.0270$$

in units of $2e^2/h=77.48\ \mu$S, or 2.09 $\mu$S.

To see how Hubbard-I itself approaches the limit (4), keep the full $G$ of (2) in the integrals for $n$ and $\mathcal G$, solve for $n$ self-consistently and maximize numerically. Both heights become 0.0264, which is 2.0% below the limit (4). With both widths halved the deficit is 1.0%, consistent with a correction linear in $\Gamma/kT$. The size of this correction belongs to the truncation, not to the dot, because the discarded opposite-spin hops broaden the line at the same order in $\Gamma$. By the golden rule the empty dot decays at rate $2\Gamma f_1/\hbar$ and a singly occupied state at rate $\Gamma(1-f_1)/\hbar$. The transition between them therefore has full width $(1+f_1)\Gamma=\sqrt2\,\Gamma$ at the first peak, twice the Hubbard-I width $(1-n)\Gamma=\Gamma/\sqrt2$. The same hops also raise the lower transition energy, by about $(\Gamma/2\pi)[\ln(U/2\pi kT)-\psi(1/2)]\approx0.005$ meV here, where $\psi$ is the digamma function, and lower the upper one by as much. Hubbard-I has no such shift. With all terms of second order in $t_k$ kept, the peaks lie near 9.69 and 30.31 mV, about 20.6 mV apart, and remain equal in height, 3.4% below (4). These corrections vanish with $\Gamma$, so the limit (4), which depends only on the weights, stands.

Part of the gate sweep, with conductances in $2e^2/h$, is:

| $V_g$ (mV) | $n$ from the limit | $\mathcal G$ from (4) | $\mathcal G$ from (2), (3) |
|---|---|---|---|
| 5 | 0.007 | $1.04\times10^{-3}$ | $1.17\times10^{-3}$ |
| 10 | 0.333 | $2.62\times10^{-2}$ | $2.57\times10^{-2}$ |
| 15 | 0.498 | $5.2\times10^{-4}$ | $5.4\times10^{-4}$ |
| 20 | 0.500 | $7\times10^{-6}$ | $8\times10^{-6}$ |

The other half follows from $V_g\to40\ \text{mV}-V_g$ and $n\to1-n$.

The valley value is not a prediction. At $V_g=20$ mV, $\varepsilon=-U/2$ and $n=1/2$, so the numerator of $g$ vanishes at the Fermi level and Hubbard-I gives zero transmission there. A virtual transition through the empty or doubly occupied dot has an amplitude of order $\Gamma/U$. Cotunnelling can therefore contribute on the scale $(\Gamma/U)^2=2.5\times10^{-5}$, larger than the tabulated value. For $\Gamma_L=\Gamma_R$ this scale equals $\Gamma_L\Gamma_R/\varepsilon^2$ at $\varepsilon=-U/2$. An electron with the spin of the dot passes through the empty state, one with the opposite spin through the doubly occupied state, and a spin flip through both. In units of $2e^2/h$ the three processes give $\frac{\Gamma_L\Gamma_R}{2}\left[\frac1{\varepsilon^2}+\frac1{(\varepsilon+U)^2}+\left(\frac1{\varepsilon+U}-\frac1\varepsilon\right)^2\right]$. This is $7.5\times10^{-5}$ at $V_g=20$ mV, about nine times the tabulated value, and $1.4\times10^{-4}$ at $V_g=15$ mV, over a quarter of the tabulated entry, so that row too is a rough value. The truncation also discards the correlated opposite-spin hops that produce the Kondo effect, so these results must not be continued to low temperature.

## Variation 1: keep one more lead equation

Instead of replacing $\langle\langle n_{\bar\sigma}c_{k\sigma};d^\dagger_\sigma\rangle\rangle$ by $nF_k$, use its own equation of motion and drop the terms in which the opposite spin hops. Its source is zero, so $(\omega-\xi_k)\langle\langle n_{\bar\sigma}c_{k\sigma};d^\dagger_\sigma\rangle\rangle=t_kG_2$. With the opposite-spin correlators in the $G_2$ equation dropped as before, and $a=\omega-\varepsilon+i\Gamma/2$,

$$(a-U)G_2=n,\qquad aG=1+UG_2 .$$

Since $U/[a(a-U)]=1/(a-U)-1/a$,

$$G=\frac1a+\frac{Un}{a(a-U)}=\frac{1-n}{a}+\frac{n}{a-U}.$$

Both poles now have full width $\Gamma$. The weights are the same, so (4) is unchanged for $\Gamma\ll kT$. For the parameters of (d), the self-consistent numerical height is 0.0262, or 2.7% below the limit.

The schemes differ in line shape. At fixed $n$ and $\omega=\varepsilon$, $1/g=0$ and (2) gives $A=4/\Gamma$, hence transmission $4\Gamma_L\Gamma_R/\Gamma^2$. The present scheme gives $(1-n)$ times this for $\Gamma\ll U$. Hubbard-I has a narrower, taller line of the same area.

## Variation 2: switch off the repulsion

For $U=0$, $f_1=f_2$ and the bracket in (4) becomes $f_1(1-f_1)$. Its maximum is $1/4$, at $\varepsilon=0$. There is one peak with no shift. Relative to it, each interacting peak has height

$$\frac{3-2\sqrt2}{1/4}=4(3-2\sqrt2)=0.686 .$$

At the first interacting peak, an electron of one spin on the dot blocks entry of the other spin. At the second, the same holds for holes.

All numerical values are calculated from the stated model.
